# Ripples on Smooth Spectra and the Logarithmic Resolution of Analytic Continuation

Suppose that a fermionic Green's function $G(\tau)$ has been computed at 300 K with an error of $10^{-6}$, and that a continuation program turns it into a spectral function with crests 20 meV apart. It is tempting to read the crests as physics, or, if they look doubtful, to run the calculation ten times longer and see whether they sharpen. Both responses can fail. For the smooth spectrum worked out below, a ripple of that period, with half the height of the spectrum itself, changes $G(\tau)$ by about $5\times10^{-13}$. The data neither support the crests nor exclude them, and a tenfold longer run does not alter this. What is needed is an estimate of how strongly a ripple in the spectrum shows in $G(\tau)$.

## Conventions

Let $\omega$ be a frequency, with $\hbar\omega$ the energy measured from the chemical potential, and let $\beta=1/(k_BT)$. The spectral function $A(\omega)$ is nonnegative, has unit area and has the dimension of time. For imaginary time $0<\tau<\hbar\beta$,

$$G(\tau)=-\int_{-\infty}^{\infty}d\omega\,A(\omega)K(\tau,\omega),\qquad K(\tau,\omega)=\frac{e^{-\omega\tau}}{1+e^{-\beta\hbar\omega}},$$

so $G$ is dimensionless. The thermal rate

$$\kappa=\frac{\pi k_BT}{\hbar},\qquad \hbar\beta=\frac{\pi}{\kappa},$$

sets the scale. A ripple $\cos(\omega t)$ with $t>0$ has period $2\pi/t$ in frequency, or $P=2\pi\hbar/t$ in energy. Fine structure means large $t$.

## Back of the envelope

At the Matsubara frequencies $\omega_n=(2n+1)\kappa$ the transform of the data is

$$G(i\omega_n)=\int_0^{\hbar\beta}d\tau\,e^{i\omega_n\tau}G(\tau)=\int d\omega\,\frac{A(\omega)}{i\omega_n-\omega}.$$

The second form follows because $e^{i\omega_n\hbar\beta}=-1$: the $\tau$ integral of $-e^{(i\omega_n-\omega)\tau}$ is $(1+e^{-\beta\hbar\omega})/(i\omega_n-\omega)$, and its numerator cancels the denominator of $K$.

Add $a\cos(\omega t)$ to $A$, where $a$ is a constant with the dimension of time. Write

$$\frac{1}{i\omega_n-\omega}=-\frac{\omega+i\omega_n}{\omega^2+\omega_n^2}.$$

With symmetric limits the part odd in $\omega$ integrates to zero against the cosine. For $\omega_n>0$, closing the contour in the upper half-plane gives $\int d\omega\,\cos(\omega t)/(\omega^2+\omega_n^2)=\pi e^{-\omega_nt}/\omega_n$. Hence

$$\Delta G(i\omega_n)=-i\pi a\,e^{-\omega_nt}.$$

The data sit at a distance of at least $\kappa$ from the real axis, and over that distance the ripple decays by $e^{-\kappa t}$. If data of precision $\delta$ reveal the ripple while $e^{-\kappa t}\gtrsim\delta$, then

$$t\approx\frac{1}{\kappa}\ln\frac1\delta,\qquad P\approx\frac{2\pi\hbar\kappa}{\ln(1/\delta)}=\frac{2\pi^2k_BT}{\ln(1/\delta)}.$$

This estimate leaves three things open: the prefactor, the size of the change at each $\tau$, and the fact that a cosine extending over all frequencies is negative half of the time and cannot be part of a spectrum by itself.

## The endless cosine in imaginary time

The change of $G(\tau)$ follows from the integral

$$J(s)=\int_{-\infty}^{\infty}d\omega\,\frac{e^{-\omega s}}{1+e^{-\beta\hbar\omega}},\qquad 0<\mathrm{Re}\,s<\hbar\beta.$$

The condition on $s$ makes the integrand decay at both ends. Integrate around the rectangle between the real axis and the line $\mathrm{Im}\,\omega=2\kappa$; the vertical sides vanish as they move outwards. Since $\beta\hbar\cdot2\kappa=2\pi$, the denominator is the same on both lines, and the integrand on the upper line is $e^{-2i\kappa s}$ times that on the real axis. The one enclosed pole lies at $\omega=i\kappa$. There the derivative of the denominator is $-\beta\hbar e^{-i\pi}=\beta\hbar=\pi/\kappa$, so the residue is $(\kappa/\pi)e^{-i\kappa s}$. The upper line is traversed backwards, therefore

$$J(s)\left(1-e^{-2i\kappa s}\right)=2\pi i\,\frac{\kappa}{\pi}\,e^{-i\kappa s}.$$

With $1-e^{-2i\kappa s}=2i\,e^{-i\kappa s}\sin\kappa s$ this becomes

$$J(s)=\frac{\kappa}{\sin\kappa s}.$$

Now set $s=\tau-it$, so that $e^{-\omega s}=e^{-\omega\tau}e^{i\omega t}$, whose real part contains the cosine. With $x=\kappa\tau$ and $y=\kappa t$,

$$\sin(x-iy)=\sin x\cosh y-i\cos x\sinh y,$$

$$|\sin(x-iy)|^2=\sin^2x\cosh^2y+\cos^2x\sinh^2y=\sin^2x+\sinh^2y.$$

The real part of $1/z$ is $\mathrm{Re}\,z/|z|^2$, and $G$ carries a minus sign, so

$$\Delta G(\tau)=-a\kappa\,\frac{\sin\kappa\tau\,\cosh\kappa t}{\sin^2\kappa\tau+\sinh^2\kappa t}.$$

To find the largest change, put $p=\sin\kappa\tau$, which lies between 0 and 1. The derivative of $p/(p^2+\sinh^2y)$ has the sign of $\sinh^2y-p^2$. If $\sinh y\ge1$, the function rises up to $p=1$, the midpoint $\tau=\hbar\beta/2$, and

$$\max_\tau|\Delta G|=\frac{a\kappa}{\cosh\kappa t}\approx2a\kappa\,e^{-\kappa t}\qquad(\kappa t\gg1).$$

If $\sinh y<1$, the maximum lies at $\sin\kappa\tau=\sinh\kappa t$ and equals $(a\kappa/2)\coth\kappa t$. The exponential law thus belongs to ripples with $\kappa t$ above about one. In the limit $T\to0$ at fixed $t$ and $\tau$, the formula tends to $\Delta G=-a\tau/(\tau^2+t^2)$, whose largest size is $a/(2t)$. The exponential suppression of the endless cosine is a thermal effect.

## A ripple on a nonnegative spectrum

An admissible version is

$$A(\omega)=A_0(\omega)\left[1+\varepsilon\cos(\omega t)\right],\qquad|\varepsilon|\le1,$$

where $A_0$ is itself a spectrum. The product is nonnegative. Its area differs from one by $\varepsilon\int d\omega\,A_0\cos\omega t$, which for a Gaussian $A_0$ of standard deviation $W$ centred at zero is $\varepsilon e^{-W^2t^2/2}$.

Assume that $A_0$ is analytic for $0\le\mathrm{Im}\,\omega\le2\kappa$, that it tends to zero there as $|\mathrm{Re}\,\omega|\to\infty$, and that it is integrable along the upper line. The change is $\Delta G=-\varepsilon\,\mathrm{Re}\,I$ with

$$I(\tau)=\int_{-\infty}^{\infty}d\omega\,A_0(\omega)K(\tau,\omega)e^{i\omega t}.$$

Use the same rectangle. On the upper line

$$K(\tau,\omega+2i\kappa)=e^{-2i\kappa\tau}K(\tau,\omega),\qquad e^{i(\omega+2i\kappa)t}=e^{-2\kappa t}e^{i\omega t}.$$

The pole at $i\kappa$ contributes $2\pi i\,(\kappa/\pi)A_0(i\kappa)e^{-i\kappa\tau}e^{-\kappa t}$, so that

$$I=2i\kappa A_0(i\kappa)e^{-i\kappa\tau}e^{-\kappa t}+e^{-2\kappa t}e^{-2i\kappa\tau}\int d\omega\,A_0(\omega+2i\kappa)K(\tau,\omega)e^{i\omega t}.$$

Write $A_0(i\kappa)=|A_0(i\kappa)|e^{i\varphi}$. Since $\mathrm{Re}\,[i\,e^{i(\varphi-\kappa\tau)}]=\sin(\kappa\tau-\varphi)$,

$$\Delta G(\tau)=-\varepsilon\left[2\kappa|A_0(i\kappa)|\sin(\kappa\tau-\varphi)\,e^{-\kappa t}+R\right],$$

$$|R|\le e^{-2\kappa t}\int d\omega\,|A_0(\omega+2i\kappa)|.$$

The bound uses $0<K\le1$ on the real axis: for $\omega\ge0$ the numerator of $K$ is at most 1, and for $\omega<0$ it is at most $e^{-\beta\hbar\omega}$, in both cases less than the denominator.

This is the controlled form of the estimate. Provided $A_0(i\kappa)\neq0$, the first term has the size $e^{-\kappa t}$, and the bound shows that, once $t$ is large, the correction is smaller by at least a further factor of order $e^{-\kappa t}$; it can lie well below this bound. The prefactor is the spectrum continued to the first Matsubara frequency.

For a Gaussian centred at $\omega_0$, inserting $\omega=i\kappa$ gives

$$A_0(i\kappa)=\frac{1}{W\sqrt{2\pi}}\exp\left[\frac{\kappa^2-\omega_0^2+2i\kappa\omega_0}{2W^2}\right].$$

The phase is $\varphi=\kappa\omega_0/W^2$, and the modulus falls as the centre moves away from the chemical potential. On the upper line the modulus of the Gaussian is the original Gaussian times $e^{2\kappa^2/W^2}$, so the integral in the bound equals $e^{2\kappa^2/W^2}$ for every $\omega_0$.

## Where the exponential law fails

Analyticity up to and just beyond the thermal pole at $i\kappa$ is essential. A pole of $A_0$ at $i\gamma$ with $\kappa<\gamma<2\kappa$ only adds a term of order $e^{-\gamma t}$, which leaves the leading term in place at large $t$; a pole below $i\kappa$ changes the law. Take a Lorentzian of half-width $\gamma<\kappa$,

$$A_0(\omega)=\frac{\gamma}{\pi}\,\frac{1}{\omega^2+\gamma^2}.$$

It has its own pole at $i\gamma$, below the thermal one, with residue $(\gamma/\pi)/(2i\gamma)=1/(2\pi i)$. The rectangle now encloses both poles, and the new one adds $K(\tau,i\gamma)e^{-\gamma t}$ to $I$. Factoring $1+e^{-i\beta\hbar\gamma}=2e^{-i\beta\hbar\gamma/2}\cos(\beta\hbar\gamma/2)$ and taking the real part gives the following result. It holds once $(\kappa-\gamma)t\gg1$, because the thermal term, which is dropped here, is smaller only by a factor of order $e^{-(\kappa-\gamma)t}$:

$$\Delta G\simeq-\varepsilon\,e^{-\gamma t}\,\frac{\cos[\gamma(\tau-\hbar\beta/2)]}{2\cos(\beta\hbar\gamma/2)}.$$

The decay is set by the width of the peak and not by the temperature. Part of this signal is a change of area: the same residue with $K$ replaced by 1 shows that the area changes by $\varepsilon e^{-\gamma t}$. For $\gamma=0.4\,\kappa$ and $\kappa t=6$, the program finds $|\Delta G|/\varepsilon=5.5\times10^{-2}$ at the midpoint, against $3.3\times10^{-4}$ for the Gaussian of the example below.

At large $t$ a sharp band edge is more visible still, because its signal falls only as a power of $t$. For $A_0=1/(2D)$ between $-D$ and $D$, and zero outside, one integration by parts gives

$$\int_{-D}^{D}\frac{d\omega}{2D}\,K\cos\omega t=\frac{\sin Dt}{2Dt}\left[K(\tau,D)+K(\tau,-D)\right]+O(t^{-2}).$$

With $D=2\kappa$, $\kappa\tau=0.5$ and $\kappa t=32.2$, chosen so that $\sin Dt=1$, the change is $2.9\times10^{-3}\,\varepsilon$, while $e^{-\kappa t}$ is $1.0\times10^{-14}$. The signal arises because the edges cut the oscillation off, so that part of a period is left uncancelled. It is not a change of height at the edges: with $\sin Dt=1$ the ripple $\cos Dt$ vanishes there, and when $\cos Dt=\pm1$ the $1/t$ term drops out and only the $O(t^{-2})$ term remains. As for the Lorentzian, the area also changes, here by $\varepsilon\sin Dt/(Dt)$.

## From precision to visibility

Return to spectra that satisfy the analyticity assumptions made above and have $A_0(i\kappa)\neq0$. Having derivatives of all orders is not enough: a spectrum that vanishes outside a finite band is not analytic, however gently it goes to zero, and at large enough $t$ its edges give a signal that exceeds $e^{-\kappa t}$. If the edges are weak, the law still holds until then. Cutting the Gaussian of the example below at $D=7W$ adds an edge term of order $\varepsilon A_0(D)/t$, about $3\times10^{-14}$ at $\kappa t=25$, which lies below every precision in the table. Call a ripple visible if its largest effect on $G(\tau)$ is at least $\delta$. The interval $0\le\kappa\tau\le\pi$ has length $\pi$, so $|\sin(\kappa\tau-\varphi)|$ reaches 1 somewhere in it. To leading order the limit of visibility is

$$C\,e^{-\kappa t}=\delta,\qquad C=2|\varepsilon|\kappa|A_0(i\kappa)|.$$

Solving for $t$ and using $\hbar\kappa=\pi k_BT$,

$$t=\frac1\kappa\ln\frac C\delta,\qquad P=\frac{2\pi\hbar}{t}=\frac{2\pi^2k_BT}{\ln(C/\delta)}.$$

This requires the remainder to be small at the threshold. There $e^{-\kappa t}=\delta/C$, so with $M=\int d\omega\,|A_0(\omega+2i\kappa)|$ the bound gives $|\varepsilon R|\le|\varepsilon|M\delta^2/C^2$, which is small against $\delta$ when $\delta\ll C^2/(|\varepsilon|M)$. For a Gaussian much narrower than $\kappa$, where $C^2$ grows as $e^{\kappa^2/W^2}$ but $M$ as $e^{2\kappa^2/W^2}$, this is far stricter than $\delta\ll C$. Read backwards, the precision needed to tell a ripple of period $P$ from no ripple is

$$\delta=C\exp\left(-\frac{2\pi^2k_BT}{P}\right).$$

Visible does not mean resolved. The leading term has a fixed shape in $\tau$ and depends on $\varepsilon$ and $t$ only through $\varepsilon e^{-\kappa t}$, so a weaker ripple of longer period produces the same leading signal. The two differ only in the remainder. In the example below, $\varepsilon=0.5$ at $\kappa t=11.09$ (46 meV) and $\varepsilon=0.023$ at $\kappa t=8$ (64 meV) both change $G$ by $10^{-6}$. With $\varepsilon e^{-\kappa t}$ matched exactly they differ by only about $10^{-13}$, the relative size $e^{4\kappa^2/W^2}e^{-2\kappa t}$ of the next thermal pole at $\kappa t=8$. The threshold is therefore a necessary precision, and fixing the period needs far more. Halving the period squares the ratio $\delta/C$. Each further decimal digit adds the same amount, $\ln10/\kappa$, to the visible $t$.

Averaging does not escape the logarithm. Let $G$ be known at $N\geq2$ points $\tau_j=(j-\tfrac12)\hbar\beta/N$ with independent errors of standard deviation $\sigma$. The angles $2\kappa\tau_j$ are evenly spaced around a full circle, so their cosines and sines sum to zero and $\sum_j\sin^2(\kappa\tau_j-\varphi)=N/2$. The total signal-to-noise ratio is then

$$\frac1\sigma\Big[\sum_j\Delta G(\tau_j)^2\Big]^{1/2}\simeq\frac C\sigma\,e^{-\kappa t}\sqrt{\frac N2}.$$

The number of points adds only $\tfrac12\ln(N/2)$ to $\kappa t$. Likewise, if the statistical error falls as the inverse square root of the number of samples, one more digit costs a hundred times as many samples. Correlated errors need their covariance matrix and are not covered by this formula.

The result limits what the data alone can decide. The spectra $A_0$ and $A_0(1+\varepsilon\cos\omega t)$ are both nonnegative, so demanding positivity does not choose between them. Other prior knowledge can. If the spectrum is known to be one sharp line at $\omega_1$, then $G(\tau)=-K(\tau,\omega_1)$, and a small displacement $\eta$ of the line changes $G$ by $-\eta\,\partial K/\partial\omega_1$. That is linear in $\eta$, so the position can be fitted with an error proportional to $\delta$. Here the assumed form of the spectrum supplies the fine detail.

## Worked example and comparison

Take a model Gaussian spectrum centred at the chemical potential with $\hbar W=0.5$ eV, a ripple amplitude $\varepsilon=0.5$ and $T=300$ K. Then $k_BT=25.85$ meV, and

$$\hbar\kappa=\pi k_BT=81.22\ \text{meV},\qquad\frac1\kappa=8.10\ \text{fs},\qquad\frac W\kappa=\frac{500}{81.22}=6.156.$$

The prefactor is

$$C=2(0.5)\,\frac{e^{1/(2\times6.156^2)}}{6.156\sqrt{2\pi}}=0.0657,$$

and $2\pi^2k_BT=510$ meV. For $\delta=10^{-6}$,

$$\kappa t=\ln\frac{0.0657}{10^{-6}}=11.09,\quad t=11.09\times8.10\ \text{fs}=90\ \text{fs},\quad P=\frac{510\ \text{meV}}{11.09}=46\ \text{meV}.$$

The next table sets the envelope estimate, $510\ \text{meV}/\ln(1/\delta)$, beside the period found by solving for the threshold with direct quadrature of the defining integral.

| $\delta$ | rough $P$ (meV) | solved $P$ (meV) |
|---|---|---|
| $10^{-3}$ | 74 | 122 |
| $10^{-6}$ | 37 | 46 |
| $10^{-9}$ | 25 | 28 |
| $10^{-12}$ | 18 | 20 |

The rough estimate is too optimistic because it sets $C=1$. The true logarithm is smaller by $\ln(1/C)=2.72$, a fixed amount that matters less as the precision improves. Every three digits add the same $3\ln10=6.91$ to $\kappa t$, so the first three extra digits shorten the period most: they raise $\kappa t$ from 4.18 to 11.09, a large relative gain, whereas the last three raise it from 18.00 to 24.91.

The logarithmic formula with $C$ included agrees with the solved thresholds to the printed digits except at $\delta=10^{-3}$, where it gives $\kappa t=4.18452$ against 4.18426. The difference can be traced. A Gaussian is analytic everywhere, so the contour can be raised to $4i\kappa$, past the next thermal pole at $3i\kappa$. At the midpoint that pole contributes with the opposite sign, since $\sin(3\pi/2)=-1$, and relative to the first its size is

$$\frac{A_0(3i\kappa)}{A_0(i\kappa)}\,e^{-2\kappa t}=e^{4\kappa^2/W^2}e^{-2\kappa t}\approx1.11\times2.3\times10^{-4}=2.6\times10^{-4}.$$

A small relative reduction of the signal lowers the threshold value of $\kappa t$ by the same number, as observed.

The opening case can now be settled for this Gaussian model. A band with edges behaves differently. On a semicircular band of half-width $\hbar D=1$ eV, the same 20 meV ripple changes the area by $2\varepsilon J_1(Dt)/(Dt)$, about $10^{-4}$ in size, and $G$ near $\tau=0$ by half of that, well above $10^{-6}$. For the Gaussian the numbers are as follows. A period of 20 meV requires $\kappa t=510/20=25.5$ and a precision of $5.4\times10^{-13}$. A period of 10 meV requires $\kappa t=51.0$ and $4.5\times10^{-24}$, far below the relative rounding error of ordinary double-precision arithmetic. One more digit of precision adds 18.7 fs to the visible $t$. With $\sigma=10^{-6}$ at 200 points and independent errors, a total signal-to-noise ratio of one is reached at $\kappa t=13.39$, or $P=38$ meV. Since $\sqrt{200/2}=10$, the 200 points are worth one decimal digit.

The numerical check compares the closed forms, the remainder bound and both exceptions with direct integration over frequency.

## Numbers as computed

```
Temperature: 300 K
k_B T: 25.852 meV
hbar kappa = pi k_B T: 81.216 meV
1/kappa: 8.1044 fs
Gaussian standard deviation hbar W: 0.500 eV
W/kappa: 6.1564 (dimensionless)
Ripple amplitude eps: 0.50 (dimensionless)
kappa A0(i kappa): 0.065662 (dimensionless)
Prefactor C: 0.065662 (dimensionless)
Remainder integral: 1.05419 (dimensionless)
2 pi^2 k_B T: 510.298 meV
Endless cosine, max |Delta G|/(a kappa), dimensionless:
  kappa t = 1.5: 0.425096
  kappa t = 0.5: 1.081977
Visibility threshold, solved by quadrature:
  precision 1e-03 (dimensionless):
    kappa t solved 4.18426, log formula 4.18452
    t = 33.91 fs, ripple period = 121.96 meV
  precision 1e-06 (dimensionless):
    kappa t solved 11.09227, log formula 11.09227
    t = 89.90 fs, ripple period = 46.00 meV
  precision 1e-09 (dimensionless):
    kappa t solved 18.00003, log formula 18.00003
    t = 145.88 fs, ripple period = 28.35 meV
  precision 1e-12 (dimensionless):
    kappa t solved 24.90778, log formula 24.90778
    t = 201.86 fs, ripple period = 20.49 meV
Gain in t per decimal digit: 18.661 fs
Precision needed for a given ripple period:
  20 meV: kappa t = 25.515, precision 5.449e-13
  10 meV: kappa t = 51.030, precision 4.522e-24
Independent noise sigma: 1e-06 (dimensionless)
Number of imaginary-time points: 200
  kappa t at total signal/noise 1: 13.3949
  ripple period: 38.10 meV
Midpoint |Delta G|/eps at kappa t = 6, dimensionless:
  Gaussian: 3.2552e-04
  Lorentzian, gamma/kappa = 0.4: 5.5315e-02
Sharp edges at +-2 kappa, kappa tau = 0.5:
  kappa t = 32.201, |Delta G|/eps = 2.8892e-03
  edge formula: 2.8901e-03 (dimensionless)
  exp(-kappa t) there: 1.035e-14 (dimensionless)
```
